# The Optimal Solar-Cell Voltage: Carnot, Solid-Angle and Current Losses, part 2

A flat, ideal solar cell with gap \(E_g\) and temperature \(T_c\) faces a blackbody sun at \(T_s\). We seek the voltage of greatest power, \(V_{\rm opt}\), and ask why it lies close to the short formula

\[
qV \simeq E_g\left(1-\frac{T_c}{T_s}\right)-kT_c\ln\frac{\Omega_e}{\Omega_a}. \tag{1}
\]

Its right-hand side is called \(qV_s\); the losses in it are the Carnot loss \(E_gT_c/T_s\) and the angular loss \(kT_c\ln(\Omega_e/\Omega_a)\). The projected solid angles are \(\Omega_a\) for sunlight and \(\Omega_e\) for emission.

The cell absorbs every photon above the gap that reaches it and none below. All recombination emits light, which a perfect rear mirror sends out through the front. The quasi-Fermi levels are \(qV\) apart, and ambient light is ignored. Energies are in eV, so the number for \(qV\) is also the voltage in volts. \(\sigma\) is the Stefan–Boltzmann constant.

Light with \(f(E)\) photons per state at photon energy \(E\) carries the photon flux

\[
N=\frac{2\Omega}{h^3c^2}\int E^2 f(E)\,dE. \tag{2}
\]

Sunlight has the Planck occupation at \(T_s\), and the cell's light has

\[
n=\frac{1}{e^{(E-qV)/kT_c}-1}. \tag{3}
\]

The Boltzmann approximation drops the one in both denominators.

Write \(v=qV/kT_c\). The absorbed flux is \(N_a\) and the emitted flux is \(N_e=N_0e^v\), with \(N_0\) its value at zero voltage. Power is greatest where

\[
(1+v)e^v=\frac{N_a}{N_0}, \tag{5}
\]

whatever the width of the band. The cell then re-emits the fraction \(1/(1+v)\) of what it absorbs.

For a narrow window of width \(\Delta E\ll kT_c\) at \(E_g\), \(V_s\) is the open-circuit voltage in the Boltzmann approximation, and \(qV_{\rm opt}=qV_s-kT_c\ln(1+v)\). The band is now widened to all photons above the gap.

The example has \(E_g=1.40\) eV, \(T_c=300\) K, \(T_s=5800\) K, a solar half-angle of 0.267°, \(\Omega_a=6.822\times10^{-5}\) sr and \(\Omega_e=\pi\). Then \(\Omega_e/\Omega_a=46050\), \(kT_c=0.02585\) eV, the Carnot and angular losses are 0.0724 and 0.2776 eV, and \(V_s=1.0500\) V.

### Widening the band

In the Boltzmann approximation both fluxes contain the integral

\[
I=\int_{E_g}^{\infty}E^2e^{-(E-\mu)/kT}\,dE,
\]

with \(\mu=0\) and \(T=T_s\) for sunlight, and \(\mu=qV\) and \(T=T_c\) for the cell. Put \(E=E_g+x\):

\[
I=e^{(\mu-E_g)/kT}\int_0^\infty(E_g^2+2E_gx+x^2)e^{-x/kT}\,dx .
\]

The three elementary integrals of \(1\), \(x\) and \(x^2\) against \(e^{-x/kT}\) are \(kT\), \((kT)^2\) and \(2(kT)^3\). Hence

\[
I=kT\,E_g^2\,g\!\left(\frac{kT}{E_g}\right)e^{(\mu-E_g)/kT},\qquad g(a)=1+2a+2a^2. \tag{7}
\]

Compared with the narrow window, the width \(\Delta E\) has been replaced by \(kT\,g\). This effective width differs for the two fluxes, because sunlight extends above the gap by some \(kT_s\) and the cell's emission by some \(kT_c\). The ratio of widths is

\[
R=\frac{T_s\,g(kT_s/E_g)}{T_c\,g(kT_c/E_g)}, \tag{8}
\]

and the flux ratio becomes

\[
\frac{N_a}{N_0}=\frac{\Omega_a}{\Omega_e}\,R\,\exp\left(\frac{E_g}{kT_c}-\frac{E_g}{kT_s}\right).
\]

Its logarithm, multiplied by \(kT_c\), is \(qV_s+kT_c\ln R\). At open circuit \(N_a=N_0e^v\), so

\[
qV_{oc}=qV_s+kT_c\ln R.
\]

At greatest power the logarithm of (5) reads \(v+\ln(1+v)=\ln(N_a/N_0)\), which gives

\[
qV_{\rm opt}=E_g\left(1-\frac{T_c}{T_s}\right)-kT_c\ln\frac{\Omega_e}{\Omega_a}+kT_c\ln\frac{R}{1+v_{\rm opt}}. \tag{9}
\]

This is the full Boltzmann result. In the narrow-band limit both fluxes have the same width, \(R\) is replaced by 1, and the earlier optimum returns.

The term \(kT_c\ln R\) is a gain. Carriers created high above the gap cool to the band edges and then emit from a band about \(kT_c\) wide. The wide solar band feeds this narrow one, so emission must rise to a higher occupation, and the voltage with it, before it balances absorption. The extra photon energy is lost as heat in the process.

### The example

For \(E_g=1.40\) eV, \(T_c=300\) K and \(T_s=5800\) K, \(R=36.69\) and the optimum has \(1+v=41.49\). Thus

\[
kT_c\ln R=0.0931\ \text{eV},\qquad kT_c\ln(1+v)=0.0963\ \text{eV}.
\]

The open-circuit voltage is \(1.0500+0.0931=1.1431\) V, and the optimum is \(1.1431-0.0963=1.0468\) V. The omitted terms are each close to a tenth of a volt, but they nearly cancel, leaving \(-3.2\) mV relative to the short formula.

The closed result was tested against direct numerical maximisation of the power, with both Boltzmann fluxes found by quadrature, at gaps of 0.7, 1.0, 1.4, 2.0 and 3.0 eV. The voltages agreed within 1 µV. With the full Planck occupations the optimum at 1.40 eV is 1.0474 V, so the Boltzmann approximation costs 0.6 mV here.

### When the short formula is the optimum

The last term of (9) vanishes when \(R=1+v\). To see how often this happens as the gap varies at fixed temperatures and angles, let \(v_s=qV_s/kT_c\) and look for zeros of \(R-1-v_s\).

The logarithmic slope of \(g\) is

\[
\frac{d\ln g}{d\ln a}=\frac{2a+4a^2}{1+2a+2a^2}=2-\frac{2+2a}{1+2a+2a^2}.
\]

The derivative of the last fraction has the numerator

\[
2(1+2a+2a^2)-(2+2a)(2+4a)=-2-8a-4a^2<0,
\]

so the fraction falls with \(a\) and the slope rises. Raising \(E_g\) lowers both arguments \(a=kT/E_g\), and the solar one is larger because \(T_s>T_c\). The numerator of \(R\) therefore falls faster than its denominator, and \(R\) decreases with the gap. Meanwhile \(v_s\) rises linearly. Their difference \(R-1-v_s\) falls steadily, from a positive value at small gaps to negative values at large ones, and vanishes once. For the present temperatures and angles the crossing is at \(E_g=1.307\) eV in the Boltzmann approximation; with full Planck occupations it moves to 1.326 eV.

Near this gap the error can be estimated. Put \(v=v_s+\delta\) into \(v+\ln(1+v)=v_s+\ln R\) and expand the logarithm to first order:

\[
\delta\left(1+\frac1{1+v_s}\right)\simeq\ln\frac{R}{1+v_s}. \tag{10}
\]

At 1.40 eV, \(v_s=1.0500/0.02585=40.62\), so the right side is \(\ln(36.69/41.62)=-0.126\). Then \(\delta\simeq-0.123\), or \(-3.2\) mV, as found above.

Over a wider range the full Planck optimum differs from the short formula as follows:

| Gap (eV) | Optimum minus \(V_s\) (mV) |
|---|---:|
| 0.7 | +35.0 |
| 1.0 | +14.4 |
| 1.4 | −2.6 |
| 2.0 | −18.4 |
| 3.0 | −34.1 |

At the six sampled gaps from 0.9 to 2.0 eV the difference is smaller than \(kT_c/q=25.85\) mV; at 0.7 and 3.0 eV it is larger. The short formula is an estimate of the optimum for cells of moderate gap, good to about one thermal voltage, and its accuracy rests on a cancellation between two effects of different origin.

### Where the sunlight's power goes

The voltage terms concern carriers that reach the contacts. A power budget must also count photons that are not absorbed, energy above the gap, and photons that are re-emitted. Above the gap, split each photon energy as \(E=E_g+(E-E_g)\). The second part is thermalisation. The first part totals \(E_gN_a=E_gN_e+E_g(N_a-N_e)\): emission, charged at \(E_g\) per photon, and extracted current. For each extracted carrier,

\[
E_g=E_g\frac{T_c}{T_s}+kT_c\ln\frac{\Omega_e}{\Omega_a}+(qV_s-qV_{\rm opt})+qV_{\rm opt}.
\]

I evaluate this with Planck fluxes at the Planck optimum. The incident power is 139.35 mW/cm². Absorbed photons correspond to 41.20 mA/cm², of which 40.21 mA/cm² is extracted. The output is

\[
40.21\times1.0474=42.12\ \text{mW/cm}^2,
\]

or 30.22 % of the incident power. The Carnot loss is \(40.21\times0.0724=2.91\) mW/cm², and the angular loss \(40.21\times0.2776=11.16\) mW/cm². The shares are:

| Share of incident power | % |
|---|---:|
| Light below the gap | 34.95 |
| Thermalisation | 23.65 |
| Emission | 1.00 |
| Carnot | 2.09 |
| Angle | 8.01 |
| Remainder | 0.08 |
| Electrical output | 30.22 |

The sum was tested against \(\sigma T_s^4\Omega_a/\pi\), the total power of the solar disc, and agreed within one part in a million.

The largest losses do not appear in the voltage formula. They come from using one gap for a broad spectrum. The small remainder hides the near cancellation: per extracted carrier it contains the gain \(kT_c\ln R\) and the cost \(kT_c\ln(1+v)\), worth 2.7 % and 2.8 % of the incident power.

Emission removes 2.41 % of the absorbed photons, in agreement with \(1/(1+v)=1/41.5\). These photons carry on average 26.8 meV more than the gap. The cell's heat is lower by that amount per emitted photon, which is \(0.99\times0.0268=0.027\) mW/cm², or 0.02 % of the incident power.

### Recovering the angular loss

A lens that concentrates sunlight by a factor \(X\) leaves the occupation of each solar mode unchanged and enlarges the cone from which light arrives: \(\Omega_a\to X\Omega_a\). With the cell temperature held fixed, \(v+\ln(1+v)\) rises by \(\ln X\). Differentiating,

\[
\left(1+\frac1{1+v}\right)dv=d\ln X\quad\Rightarrow\quad\frac{dv}{d\ln X}=\frac{1+v}{2+v}. \tag{11}
\]

The optimum gains slightly less than \(kT_c\ln X\). For \(X=100\) it rises to 1.1638 V, a gain of 116.4 mV, while \(kT_c\ln100=119.1\) mV. The ratio is 0.977, in line with (11) for \(v\) between 40 and 46.

The limit is \(\Omega_a=\Omega_e\), when sunlight arrives from the whole hemisphere. The angular term is then zero and the short formula gives the Carnot value \(1.40\times0.94828=1.3276\) V. The Planck optimum is 1.3181 V. This is a limit of the ideal model: the absorbed photons would correspond to about 1900 A/cm², so a real cell could hardly stay at 300 K or keep its resistive loss negligible. The gap exceeds \(qV\) by little more than \(3kT_c\), so the Boltzmann form of the cell's emission is under strain, yet the closed result is 1.3186 V, only about 0.5 mV too high. Part of this agreement is a cancellation: dropping the one in the denominator underestimates the absorbed flux, which lowers the voltage, and also the emitted flux, which raises it.

Restricting the emission cone lowers \(\Omega_e\) and has the same effect on the ratio, provided that the cell still accepts the whole solar disc. This rule holds when radiation dominates recombination. Let a fraction \(\eta\) of recombination produce light that escapes, the rest being non-radiative with the same dependence \(e^v\). The total rate is \(N_0e^v/\eta\), of which the escaping light is the part \(\eta\). At \(\eta=1\,\%\), closing the emission cone can remove at most 1 % of the recombination, so it barely moves the voltage. Concentration acts on absorption and keeps its benefit, as long as the cell stays cool, its resistance is low and the non-radiative loss still grows as \(e^v\). Auger recombination grows faster and reduces the gain at high injection.

### Beside a real cell

The parameters are rough values for a single-junction cell with a direct-gap III–V absorber near 1.4 eV, outside the atmosphere and without concentration. Good cells of this kind reach roughly 1.1 V at open circuit, not far below the model's 1.14 V, although they are usually rated under filtered sunlight. One assumption that real cells break is that all recombination gives escaping light. Multiplying recombination by \(1/\eta\) subtracts \(\ln(1/\eta)\) from the right-hand side of the optimum condition, so by the reasoning of (11) the voltage falls by slightly less than \(kT_c\ln(1/\eta)\). For \(\eta=1\,\%\), a value well below that of the best such cells, the optimum drops by 116.1 mV.

Other departures, each applied alone to the Boltzmann optimum unless stated, have these sizes:

- **No rear mirror.** In a substrate of refractive index 3.5 the photon momentum is \(p=3.5E/c\). The flux through unit area counts \(p^2\,dp\) times the speed \(dE/dp\), which is \(p^2\,dE\), so at equal occupation a hemisphere in the substrate carries \(3.5^2\) times the photon flux of one in air. If it absorbs what enters it, and the absorber is opaque in a single pass (a thinner layer gives a larger factor), emission is multiplied by \(1+3.5^2=13.25\), and the optimum falls by 65.2 mV.
- **Soft absorption edge.** An absorptance \(e^{(E-E_g)/E_U}\) below the gap, with \(E_U=10\) meV, adds emission where the cell's occupation is greatest. The optimum falls by 11.5 mV, with the extra absorbed sunlight included.
- **Warming.** At 330 K with the gap fixed the optimum falls by 34.6 mV. A gap that shrinks by a rough 0.4 meV/K takes a further 10.9 mV.
- **Atmosphere.** If 75 % of the useful photons arrive, the loss is 7.3 mV.
- **Series resistance.** With 0.5 Ω cm², the terminal voltage at greatest power is 18.7 mV lower.

All the shifts in this list exceed the 2.6 mV by which the short formula misses the Planck optimum at 1.40 eV. For a real cell of this gap, non-radiative loss in the material can therefore matter far more than the choice between (1) and (9). The rear mirror matters as much as listed only when nearly all recombination is radiative. If, with the mirror in place, only \(\eta=1\,\%\) of recombination gives escaping light, the total recombination is \(100\,N_0e^v\). Emission into the substrate raises it to \(112.25\,N_0e^v\), and the optimum falls by 2.9 mV instead of 65.2 mV. In between, the mirror still counts: losing it costs 20 mV at \(\eta=10\,\%\) and 39 mV at \(\eta=30\,\%\). For a gap of 0.7 or 3.0 eV the omitted term itself exceeds 30 mV in size and should be kept. The listed shifts are also in the numerical output below.

## Values computed for the example and the checks

```
Gap 1.40 eV; cell 300 K; sun 5800 K
Solar half-angle 0.267 degrees
kTc = 0.02585 eV; kTs = 0.4998 eV
Projected angles: sun 6.822e-05 sr, emission 3.1416 sr
Angle ratio 46050; its log 10.737
Carnot factor 0.94828
Carnot loss 0.0724 V; angle loss 0.2776 V
Short formula 1.0500 V
R = 36.69; 1+v = 41.49
Band gain 0.0931 V; current loss 0.0963 V
Open-circuit voltage, Boltzmann 1.1431 V
Optimal voltage, Boltzmann 1.0468 V
Optimal voltage, full Planck 1.0474 V
Narrow-band optimal voltage 0.9560 V
Gap where short formula is exact 1.307 eV
Gap 0.7 eV: Planck optimum minus short +35.0 mV
Gap 0.9 eV: Planck optimum minus short +20.2 mV
Gap 1.0 eV: Planck optimum minus short +14.4 mV
Gap 1.2 eV: Planck optimum minus short +4.9 mV
Gap 1.4 eV: Planck optimum minus short -2.6 mV
Gap 1.7 eV: Planck optimum minus short -11.5 mV
Gap 2.0 eV: Planck optimum minus short -18.4 mV
Gap 3.0 eV: Planck optimum minus short -34.1 mV
Solar occupation at gap 0.0647
Narrow-band entropy made per absorbed photon (k), Bose / dilute:
  at short-formula voltage 10.708 / 10.739
  at narrow-band optimum 13.430 / 13.462
Incident power 139.35 mW/cm2
Absorbed photon current 41.20 mA/cm2
Net current at optimum 40.21 mA/cm2
Emitted fraction of absorbed photons 2.41 %
Mean emitted energy above gap 26.8 meV
Budget, below-gap light: 34.95 %
Budget, thermalisation: 23.65 %
Budget, emission: 1.00 %
Budget, Carnot: 2.09 %
Budget, angle: 8.01 %
Budget, remainder: 0.08 %
Budget, electrical output: 30.22 %
Concentration 100: optimum 1.1638 V, gain 116.4 mV; kTc ln 100 = 119.1 mV
Full concentration: Planck 1.3181 V, Boltzmann 1.3186 V
Neglected, Bose terms: +0.6 mV
Neglected, radiative efficiency 1%: -116.1 mV
Neglected, emission into substrate, index 3.5: -65.2 mV
Neglected, absorption tail of 10 meV: -11.5 mV
Neglected, cell at 330 K, fixed gap: -34.6 mV
Neglected, gap drift -0.4 meV/K at 330 K: -10.9 mV
Neglected, atmosphere passing 75% of photons: -7.3 mV
Neglected, series resistance 0.5 ohm cm2 (terminal): -18.7 mV
Neglected, ambient light / absorbed sunlight: 6.1e-20
```
